# The Asaro–Tiller–Grinfeld critical wavelength of a stressed flat surface, part 2

A stressed solid fills \( y < h(x) \), and nothing varies along \( z \). Its surface carries a shallow ripple \( h = a \cos kx \), with \( k = 2\pi/\lambda \) and \( ak \ll 1 \). Surface energy opposes the ripple and elastic relaxation favours it. The problem is which wavelengths grow, and whether a periodic simulation cell of length \( L \) admits them.

The flat solid has uniform stress \( \sigma_0 \) along \( x \), with tension positive. The surface energy per area is \( \gamma \), Young's modulus \( E \) and Poisson's ratio \( \nu \). For a deep isotropic solid,

\[ k_c = \frac{2(1-\nu^2)\sigma_0^2}{\gamma E} , \qquad \lambda_c = \frac{2\pi}{k_c} , \qquad \Delta\mathcal{E} = \frac{\gamma}{4}k(k-k_c)a^2 , \]

\[ \mu = w_0 + \gamma k(k-k_c)a \cos kx . \]

Here \( \Delta\mathcal{E} \) is the energy change per projected area, \( \mu \) is the energy of adding unit volume at the surface, and \( w_0 \) is the uniform flat-state energy density. Ripples with \( \lambda > \lambda_c \) lower the energy.

A superscript 1 marks the additional stress or strain due to the ripple, which is in plane strain; \( \gamma^1_{xy} \) is the engineering shear strain. The stresses come from an Airy function \( \phi \), whose subscripts are derivatives. Compatibility requires \( \partial_y^2 \varepsilon^1_{xx} + \partial_x^2 \varepsilon^1_{yy} = \partial_x \partial_y \gamma^1_{xy} \). The free surface requires, to first order,

\[ \sigma^1_{xy} = \sigma_0 h' = -\sigma_0 a k \sin kx , \qquad \sigma^1_{yy} = 0 \qquad (y = 0) , \]

where \( h' = dh/dx \).

An equal in-plane misfit strain \( \varepsilon_m \) gives \( \sigma_0 = E\varepsilon_m/(1-\nu) \). The formulas also serve a coherent film on a substrate with the same elastic constants, if the troughs stay inside the film. With mass density \( \rho \) and gravitational acceleration \( g \), instability needs \( \rho g/(\gamma k_c^2) < 1/4 \). The numerical checks minimize the elastic energy in the rippled domain.

### Which ripple grows fastest

The critical wavelength separates growth from decay. It is not the wavelength expected to appear first, because a ripple at \( \lambda_c \) has zero growth rate. The fastest one depends on how material moves. For diffusion along the surface, the flux runs down the gradient of \( \mu \). With a constant mobility \( M > 0 \) and small slopes, conservation of volume gives

\[ \frac{\partial h}{\partial t} = M \frac{\partial^2 \mu}{\partial x^2} . \]

Two derivatives of \( \cos kx \) supply \( -k^2 \), so \( da/dt = s(k)a \) with

\[ s(k) = M\gamma k^3(k_c-k) . \]

Setting \( ds/dk = M\gamma k^2(3k_c-4k) \) to zero gives \( k = 3k_c/4 \). The derivative changes there from positive to negative, so this is the maximum:

\[ \lambda_f = \frac{4}{3}\lambda_c , \qquad s(3k_c/4) = \frac{27}{256} M\gamma k_c^4 . \]

At fixed \( M \), \( \gamma \), \( E \) and \( \nu \), the greatest rate varies as \( \sigma_0^8 \), because \( k_c \) varies as \( \sigma_0^2 \). A modest error in stress therefore causes a large error in the predicted time.

A periodic cell admits the wavelengths \( L/n \), with \( n \) a positive integer. A cell with \( L \) between \( \lambda_c \) and \( \lambda_f \) does show an instability, but its growth is slower than that of a large surface. To represent the selected wavelength, \( L \) should be a whole multiple of \( \lambda_f \), or so many times larger that the allowed values near \( \lambda_f \) lie close together.

In a spectral code the Fourier component of \( \mu \) is \( \gamma|k|(|k|-k_c)h_k \). The absolute value is needed because the elastic field decays into the solid for both signs of \( k \). With an explicit Euler step \( \Delta t \), each mode is multiplied by \( 1+s\Delta t \). A decaying mode remains bounded if \( \Delta t \le 2/|s| \). The largest wavenumber \( k_m \) on the grid, if well above \( k_c \), sets the limit

\[ \Delta t \le \frac{2}{M\gamma k_m^3(k_m-k_c)} . \]

### Replacing the elastic constant for a crystal

Silicon and germanium are elastically anisotropic. Suppose that the coordinate planes are mirror planes of the crystal, so that plane strain remains possible. The plane-strain compliances are then defined by

\[ \varepsilon^1_{xx} = s_{11}\sigma^1_{xx} + s_{12}\sigma^1_{yy} , \qquad \varepsilon^1_{yy} = s_{12}\sigma^1_{xx} + s_{22}\sigma^1_{yy} , \qquad \gamma^1_{xy} = s_{66}\sigma^1_{xy} . \]

They are the elements of the inverse of the \( 3 \times 3 \) plane-strain stiffness matrix, not elements taken from the full \( 6 \times 6 \) compliance matrix.

Inserting the Airy stresses \( \sigma^1_{xx} = \phi_{yy} \), \( \sigma^1_{yy} = \phi_{xx} \) and \( \sigma^1_{xy} = -\phi_{xy} \) in the compatibility condition gives

\[ s_{11}\phi_{yyyy} + (2s_{12}+s_{66})\phi_{xxyy} + s_{22}\phi_{xxxx} = 0 . \]

For \( \phi = e^{mky} \cos kx \), each pair of \( x \) derivatives supplies \( -k^2 \) and each \( y \) derivative supplies \( mk \). Hence

\[ s_{11}m^4 - (2s_{12}+s_{66})m^2 + s_{22} = 0 . \]

Let \( m_1 \) and \( m_2 \) be the two roots with positive real part, which decay into the solid. The sum and product of the roots for \( m^2 \) are

\[ m_1^2 + m_2^2 = \frac{2s_{12}+s_{66}}{s_{11}} , \qquad m_1^2 m_2^2 = \frac{s_{22}}{s_{11}} . \]

The two roots are either real and positive or complex conjugates, so \( m_1m_2 \) is the positive square root. Their sum \( \chi \) then follows from

\[ \chi^2 = (m_1+m_2)^2 = 2\sqrt{\frac{s_{22}}{s_{11}}} + \frac{2s_{12}+s_{66}}{s_{11}} . \]

Zero normal stress at the surface requires \( \phi = f(y)\cos kx \) with \( f = B(e^{m_1ky}-e^{m_2ky}) \). Differentiation at \( y = 0 \) gives

\[ \frac{f''(0)}{f'(0)} = k\frac{m_1^2-m_2^2}{m_1-m_2} = k\chi . \]

The shear condition \( \sigma^1_{xy} = kf'(0)\sin kx = -\sigma_0ak\sin kx \) fixes \( f'(0) = -\sigma_0a \). The surface stress change is therefore \( \sigma^1_{xx} = -\chi\sigma_0ak\cos kx \), and the strain is \( s_{11} \) times this. The isotropic factor \( 2(1-\nu^2)/E \) is replaced by \( \chi s_{11} \):

\[ \lambda_c = \frac{2\pi\gamma}{\chi s_{11}\sigma_0^2} . \]

For equal roots the same ratio follows as a limit. An isotropic solid has \( m_1 = m_2 = 1 \), \( \chi = 2 \) and \( s_{11} = (1-\nu^2)/E \), which recovers the earlier result.

### A coherent film on silicon

The example is an 8 nm film of Si\(_{0.75}\)Ge\(_{0.25}\) on Si(001). The example takes lattice constants of 0.543 nm for Si and 0.566 nm for Ge as its inputs. Linear interpolation gives

\[ 0.75(0.543) + 0.25(0.566) = 0.54875 \ {\rm nm} , \]

\[ \varepsilon_m = \frac{0.543-0.54875}{0.54875} = -0.01048 . \]

Interpolating rough cubic stiffnesses in the same way gives \( C_{11} = 156.75 \), \( C_{12} = 60.00 \) and \( C_{44} = 76.75 \) GPa. For uniaxial stress along [100], let \( e \) be the axial strain and \( e_t \) the transverse strain. Zero lateral stress means \( C_{12}e + (C_{11}+C_{12})e_t = 0 \). Hence

\[ \nu = -\frac{e_t}{e} = \frac{C_{12}}{C_{11}+C_{12}} = 0.2768 , \]

\[ E = C_{11} - 2\nu C_{12} = 123.5 \ {\rm GPa} . \]

The equal in-plane strains of the coherent film then produce

\[ \sigma_0 = \frac{E\varepsilon_m}{1-\nu} = \frac{123.5(-0.01048)}{1-0.2768} = -1.790 \ {\rm GPa} . \]

This also equals the cubic result for a free (001) surface, \( (C_{11}+C_{12}-2C_{12}^2/C_{11})\varepsilon_m \). The negative sign means compression. With the rough surface energy \( \gamma = 1.2 \) J/m², and since 1 J/m² = 1 GPa nm,

\[ \frac{\gamma E}{\sigma_0^2} = \frac{1.2(123.5)}{(1.790)^2} = 46.3 \ {\rm nm} , \qquad \frac{\pi}{1-\nu^2} = 3.402 , \]

\[ \lambda_c = 3.402(46.27 \ {\rm nm}) = 157 \ {\rm nm} = 0.157 \ \mu{\rm m} . \]

The corresponding wavenumber is \( k_c = 0.0399 \) nm⁻¹. Surface diffusion favours \( \lambda_f = 4\lambda_c/3 = 210 \) nm. Maximizing the growth rate built from the numerically computed surface energy density gave 209.9 nm, in agreement.

### Corrections to the elastic length

With cubic elasticity and the same \( \sigma_0 \) and \( \gamma \), \( \lambda_c \) is 182 nm for a wavevector along [100] and 203 nm along [110]. These values exceed the isotropic one by 16% and 29%. For each direction, a numerical energy minimization with the cubic constants reproduced the formula for \( \lambda_c \) within 0.2%. The [100] ripple has the lower threshold because the crystal yields more to its surface load.

The silicon substrate is slightly stiffer than the film. Giving the whole body silicon's stiffness, with \( \sigma_0 \) held fixed, raises the [100] value to 192 nm. A larger strain energy for every displacement cannot increase the energy released, so the real pair of stiffnesses lies between the two uniform cases. Within this model the [100] threshold is between 182 and 192 nm.

Growth temperature acts in two opposing ways. Between 300 and 900 K, a rough Ge–Si expansion difference of \( 3\times10^{-6} \) K⁻¹ adds \( 0.25(3\times10^{-6})(600) = 4.5\times10^{-4} \) to the size of the misfit. This lowers \( \lambda_c \) by about 8%. A rough fractional softening of \( 7\times10^{-5} \) K⁻¹ raises it by about 4% at fixed strain.

Several other effects can be compared with the terms retained:

- A surface stress \( f \) exerts a normal load of amplitude \( fk^2a \), against the shear load \( |\sigma_0|ka \). For a rough \( f = 1 \) J/m², their ratio at \( k_c \) is 0.022.
- If \( \gamma \) contains a wetting term \( \Delta\gamma\, e^{-H/\delta} \) at film thickness \( H \), its second derivative competes with \( \gamma k_c^2 \). With assumed values \( \Delta\gamma = 0.3 \) J/m² and \( \delta = 0.3 \) nm, the ratio at 8 nm is \( 4.6\times10^{-9} \). The exponential makes this estimate unsuitable for a film a few atomic layers thick.
- Gravity has \( \rho g/(\gamma k_c^2) = 1.5\times10^{-11} \) for a density of 3000 kg/m³, far below the limit of 1/4.
- At slope amplitude 0.1 the elastic energy released is 0.74% smaller than the quadratic formula predicts.

Germanium can also move towards relaxed crests. Let the composition change by \( \delta x \), with strain \( \eta\,\delta x \). For ideal mixing at Ge fraction \( x \) and atomic volume \( \Omega \), the cost per volume is \( k_BT(\delta x)^2/[2\Omega x(1-x)] \). Minimizing this cost minus the stress work \( \sigma\eta\,\delta x \) gives an extra compliance \( \eta^2\Omega x(1-x)/(k_BT) \). Here \( \sigma \) acts along one axis, and at 900 K the extra compliance is 0.094 of \( (1-\nu)/E \). Equal stresses along both in-plane axes do twice the work, so for biaxial stress the extra compliance is 0.19 of the elastic one, \( (1-\nu)/E \). A ripple in plane strain changes the two in-plane stresses unequally. Adding the extra compliance to the isotropic law then raises the elastic factor \( (1-\nu^2)/E \) by about 11%, which lowers \( \lambda_c \) by about 10% at fixed stress. This estimate applies only if Ge is present and mobile throughout the strained depth, which is about \( 1/k_c = 25 \) nm. The 8 nm film lies on silicon without Ge. The sum of the additional normal stresses decays as \( e^{ky} \), so to first order in the extra compliance the film contains a share \( 1-e^{-2k_cH} = 0.47 \) of the effect at \( H = 8 \) nm, and \( \lambda_c \) falls by only about 5%. With frozen composition the effect is absent.

### Facets and dislocations

If the surface energy varies smoothly with surface angle \( \theta \), then \( \theta \simeq h' \), and expansion of \( \gamma(\theta)\sqrt{1+h'^2} \) gives the quadratic coefficient \( (\gamma+\gamma_{\theta\theta})/2 \). The linear term averages to zero over a period. The stiffness \( \gamma+\gamma_{\theta\theta} \) at \( \theta = 0 \) then replaces \( \gamma \) in \( k_c \).

A facet is different, because its surface energy has a cusp. Add \( \beta|h'| \) to the energy per projected area. The mean of \( |\sin kx| \) is \( 2/\pi \), so

\[ \Delta\mathcal{E} = \frac{2\beta ka}{\pi} - \frac{\gamma}{4}k(k_c-k)a^2 \qquad (k<k_c) . \]

The linear cost wins at small amplitude, and the flat surface becomes metastable. The energy returns to zero at

\[ a_e = \frac{8\beta}{\pi\gamma(k_c-k)} , \]

and the barrier top, where \( d\Delta\mathcal{E}/da = 0 \), lies at \( a_e/2 \). For an assumed \( \beta = 0.01 \) J/m² at the fastest wavelength, \( k_c-k = k_c/4 \). The two amplitudes are then

\[ a_e = \frac{32(0.01)}{\pi(1.2)(0.0399)} = 2.13 \ {\rm nm} , \qquad \frac{a_e}{2} = 1.06 \ {\rm nm} . \]

These belong to a sinusoidal path; a localized or faceted shape may have a different barrier. A code with this cusp must not start from infinitesimal noise and expect the linear growth rate.

Dislocations offer another way to release stress. An estimate for a 60° dislocation with Burgers length \( b \) balances the work of the film stress against the line energy:

\[ |\sigma_0|\frac{b}{2}H = \frac{E b^2(1-\nu/4)}{8\pi(1+\nu)(1-\nu)} \left[ \ln\frac{H}{b}+1 \right] . \]

The line energy, including its core constant 1, is adopted here and not derived. With \( b = 0.388 \) nm the estimate gives \( H = 8.9 \) nm. This uses the shear modulus \( E/[2(1+\nu)] = 48 \) GPa, the softest one of the crystal; Voigt-averaged constants (65 GPa, \( \nu = 0.21 \)) in the line energy give 12 nm at the same stress. The example film is thinner, but by a margin too small to establish that it stays free of dislocations.

### Use for a real film

The inputs stand for a coherent low-germanium film on silicon, but both \( \gamma \) and the misfit are rough. The lattice constant of the real alloy lies below the linear interpolation; a common fit gives a misfit of about −0.0094 at 25% Ge instead of −0.0105. Since \( \lambda_c \) varies as \( \varepsilon_m^{-2} \), this raises every critical wavelength by about 24%. Ripples reported on such films have wavelengths of roughly one hundred to a few hundred nanometres, the same range as the model's lengths. This does not verify the model, because real Si(001) surfaces can be faceted and growth adds a deposition flux. Elastic anisotropy moves the isotropic threshold by 16% to 29%, and a facet cusp can remove the small-amplitude instability altogether.

For a smooth, coherent film that is thick compared with the wetting range, a cell meant to show this instability along [100] should exceed about 190 nm at the stated stress and surface energy, and about 225 to 237 nm with the smaller misfit of −0.0094. For surface diffusion, its length should accommodate \( 4/3 \) of the threshold found with the same elastic constants. For uniform elastic constants \( \lambda_c \) is proportional to \( \gamma \), so a 10% change in \( \gamma \) at fixed stress changes either length by 10%. The remaining inputs and values are listed in the numerical output.

## Computed values

```
Ge fraction: 0.25; film thickness: 8.0 nm
lattice constants Si, Ge, film: 0.543, 0.566, 0.54875 nm
Si C11, C12, C44: 166.0 64.0 80.0 GPa
Ge C11, C12, C44: 129.0 48.0 67.0 GPa
film C11, C12, C44: 156.75, 60.00, 76.75 GPa
Young's modulus E along [100]: 123.5 GPa
Poisson ratio nu: 0.2768
surface energy gamma: 1.20 J/m^2
misfit strain: -1.048 %
film stress sigma0: -1.790 GPa
scale gamma*E/sigma0^2: 46.27 nm
prefactor pi/(1-nu^2): 3.402
critical wavenumber k_c: 0.03991 1/nm
critical wavelength, formula: 157.4 nm = 0.1574 um
critical wavelength, Ritz energy: 157.4 nm
relative errors of lambda_c, three parameter sets: 5.7e-05 5.7e-05 5.7e-05
stress amplitude/(sigma0 a k), surface: -1.9997
stress amplitude/(sigma0 a k), ky=-1: -0.3679
surface energy density, Ritz/formula: 0.99985
relaxation energy, Ritz/formula: 0.99992
shape derivative ratio at slope 0.1: 0.999999
fastest wavelength, formula: 209.9 nm
fastest wavelength, Ritz: 209.9 nm
Neglected effects (rough inputs):
cubic lambda_c, ripple along [100]: 182.5 nm (+15.9 %)
cubic lambda_c, ripple along [110]: 203.4 nm (+29.2 %)
all-Si stiffness at same stress, [100]: 192.2 nm (+5.3 % vs cubic film)
growth and room temperature: 900, 300 K
Ge-Si thermal expansion difference: 3.0e-06 1/K
lambda_c shift by thermal misfit: -8.1 %
fractional modulus softening: 7.0e-05 1/K
lambda_c shift by softening: +4.4 %
surface stress f: 1.0 J/m^2; f k_c/|sigma0|: 0.0223
wetting energy, range: 0.3 J/m^2, 0.3 nm
wetting/capillary stiffness: 4.6e-09
density: 3000 kg/m^3; gravity/capillary: 1.5e-11
alloy demixing compliance ratio: 0.094
elastic relaxation change at slope 0.1: -0.74 %
facet cusp coefficient beta: 0.010 J/m^2
facet barrier-top amplitude: 1.06 nm
facet break-even amplitude: 2.13 nm
Burgers vector length: 0.388 nm
dislocation critical thickness estimate: 8.9 nm
```
